\section*{How ripple period sets the annealing time of silicon waveguide sidewalls}

\section*{Question}

I am working on an exercise about hydrogen annealing of silicon waveguides. Etching has left a ripple on the sidewall, and surface diffusion smooths it. I have to show, with Mullins' theory, that the ripple amplitude decays at a rate proportional to the fourth power of spatial frequency, so that doubling the period makes the anneal sixteen times longer.

My attempt stops halfway. For $h=a\cos qx$ the curvature is of order $aq^2$. If curvature drives the smoothing, I get a rate proportional to $q^2$ and a factor of four. Where do the other two powers of $q$ come from? And does the factor of sixteen survive on a real guide, which has corners and a finite ripple slope?

\section*{Answer}

Your $q^2$ is the driving potential, not yet the rate. Surface diffusion only moves atoms from one place on the wall to another, and this transport supplies the other two powers.

Let $x$ run along the guide and let $h(x,t)$ be the wall position, positive outward. Take the ripple to be uniform over the wall height, the temperature constant and the surface energy $\gamma$ isotropic. Leave out evaporation, etching and bulk diffusion for now. Subscripts $x$ and $t$ denote derivatives.

\subsection*{From surface energy to chemical potential}

Per unit wall height, the surface energy is $E=\gamma\int\sqrt{1+h_x^2}\,dx$. Vary $h$ and integrate by parts over whole periods, so that the boundary terms cancel:
\begin{equation}
\delta E=\gamma\int\frac{h_x\,\delta h_x}{\sqrt{1+h_x^2}}\,dx
=-\gamma\int\frac{\partial}{\partial x}\!\left(\frac{h_x}{\sqrt{1+h_x^2}}\right)\delta h\,dx .
\end{equation}
The derivative in the bracket is
\begin{equation}
\frac{h_{xx}}{(1+h_x^2)^{1/2}}-\frac{h_x^2h_{xx}}{(1+h_x^2)^{3/2}}
=\frac{h_{xx}}{(1+h_x^2)^{3/2}}\equiv-\kappa .
\end{equation}
With this sign $\kappa$ is positive on a crest. Since $\delta h\,dx$ is the added volume per unit wall height, adding volume costs $\gamma\kappa$ per unit volume. An atom of volume $\Omega$ therefore has chemical potential
\begin{equation}
\mu=\mu_0+\gamma\Omega\kappa .
\end{equation}
Atoms on crests have the higher potential.

\subsection*{From potential to motion of the wall}

Let an atom hop a distance $b$ along the surface at rate $\Gamma$ in each direction, so that $D_s=\Gamma b^2$. A force $F=-\partial\mu/\partial s$, with $s$ the arc length, biases the two rates. The drift velocity is
\begin{equation}
v=b\Gamma\left(e^{Fb/2k_BT}-e^{-Fb/2k_BT}\right)\simeq\frac{\Gamma b^2F}{k_BT}
=-\frac{D_s}{k_BT}\frac{\partial\mu}{\partial s},
\end{equation}
valid for $Fb\ll k_BT$. With $\nu$ mobile sites per unit area, the atom flux is $J=\nu v$. Where more atoms leave than arrive, the wall recedes, so its normal velocity is
\begin{equation}
v_n=-\Omega\frac{\partial J}{\partial s}=B\frac{\partial^2\kappa}{\partial s^2},
\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\end{equation}
These are the two missing derivatives: one because a potential gradient drives the flux, one because only a flux divergence changes the height.

To return to $h$, use $h_t=\sqrt{1+h_x^2}\,v_n$ and $\partial_s=(1+h_x^2)^{-1/2}\partial_x$:
\begin{equation}
h_t=B\,\frac{\partial}{\partial x}\left[\frac{1}{\sqrt{1+h_x^2}}\frac{\partial\kappa}{\partial x}\right].
\label{full}
\end{equation}

\subsection*{The small ripple}

For $|h_x|\ll1$ we have $\kappa\simeq-h_{xx}$ and the square root is close to one. The slope enters these factors as $h_x^2$, so the first correction is cubic in $h$. To leading order,
\begin{equation}
h_t=-B\,h_{xxxx}.
\end{equation}
Insert $h=a(t)\cos qx$. Four derivatives of the cosine return $q^4\cos qx$, hence
\begin{equation}
\frac{da}{dt}=-Bq^4a,\qquad a(t)=a_0e^{-Bq^4t}.
\end{equation}
It is the relative rate, $-\dot a/a$, that is proportional to $q^4$.

To reduce the amplitude by a factor $R$, set $a_0/a=R$. With $q=2\pi/\Lambda$,
\begin{equation}
t_R=\frac{\ln R}{Bq^4}=\frac{\Lambda^4\ln R}{16\pi^4B},
\qquad \frac{t_R(2\Lambda)}{t_R(\Lambda)}=2^4=16 .
\end{equation}
The comparison holds $B$ and $R$ fixed. If you instead require a common final amplitude $a_f$ from different starting amplitudes $a_1$ (period $\Lambda$) and $a_2$ (period $2\Lambda$), the ratio becomes $16\ln(a_2/a_f)/\ln(a_1/a_f)$.

If the temperature varies during the anneal, $\dot a/a=-q^4B(t)$ integrates to $\ln R=q^4\int B\,dt$. The factor of sixteen then belongs to $\int B\,dt$, not necessarily to clock time.

\subsection*{When your factor of four is right}

Suppose atoms leave through the vapour instead. Let the vapour be held at the equilibrium pressure $p$ of a flat surface, and let every arriving atom stick. The arriving flux is $j=p/\sqrt{2\pi mk_BT}$, with $m$ the atomic mass. The leaving flux is $j\,e^{\gamma\Omega\kappa/k_BT}\simeq j(1+\gamma\Omega\kappa/k_BT)$. The difference gives
\begin{equation}
v_n=-A\kappa,\qquad A=\frac{j\gamma\Omega^2}{k_BT}.
\end{equation}
For small slopes $h_t=Ah_{xx}$, so the rate is $Aq^2$ and doubling the period costs a factor of four. No transport along the wall is needed, because each point exchanges atoms directly with the vapour.

\subsection*{Numbers for a thick silicon guide}

Take a strip guide $3000$ nm wide and high, annealed in hydrogen at $1173$ K. Rough typical values are $D_s=10^{-7}$ cm$^2$/s $=10^7$ nm$^2$/s, $\gamma=1.2$ J/m$^2$ $=1.2\times10^{-18}$ J/nm$^2$, $\Omega=0.020$ nm$^3$ and $\nu=7.0$ nm$^{-2}$. Then
\begin{equation}
B=\frac{10^7\times1.2\times10^{-18}\times(0.020)^2\times7.0}{1.6195\times10^{-20}}
\simeq2.07\times10^6\ \mathrm{nm^4/s}.
\end{equation}
Compare periods of $350$ and $700$ nm, both with $a_0=5$ nm and $R=10$. Their wavenumbers are $0.01795$ and $0.00898$ nm$^{-1}$, and their decay rates $Bq^4$ are $0.2155$ and $0.01347$ s$^{-1}$. Thus
\begin{equation}
t_{350}=\frac{2.303}{0.2155}\simeq10.7\ \mathrm{s},\qquad
t_{700}=\frac{2.303}{0.01347}\simeq171\ \mathrm{s}.
\end{equation}
When the short ripple has fallen to $0.5$ nm, the long one has lost only a factor $10^{1/16}$ and still measures $4.33$ nm.

With a rough vapour pressure of $10^{-9}$ Torr, evaporation smooths the long ripple at $3.4\times10^{-7}$ of the diffusion rate, so the escape of silicon vapour does not spoil the fourth power here. Bulk self-diffusion, whose rate scales as $q^3$, is weaker still: with a rough diffusivity of order $10^{-18}$ cm$^2$/s at this temperature it gives about $10^{-8}$ of the surface rate. Hydrogen can also remove silicon as silane. This estimate leaves that channel out. For $\mathrm{Si+2H_2\rightleftharpoons SiH_4}$ the equilibrium silane pressure grows as the square of the hydrogen pressure, so near atmospheric pressure this channel may no longer be negligible.

\subsection*{What finite slope does}

Write equation (\ref{full}) as $h_t=-B\,\partial_xG$ and expand to third order, using $h_x^2h_{xx}=\tfrac13\partial_x(h_x^3)$:
\begin{equation}
G\simeq h_{xxx}-\tfrac12h_x^2h_{xxx}-\tfrac12\partial_x^2(h_x^3).
\end{equation}
For the cosine, $h_x=-aq\sin qx$ and $h_{xxx}=aq^3\sin qx$. The part of $\sin^3qx$ at the original period is $\tfrac34\sin qx$. The second and third terms therefore each contribute $-\tfrac38a^3q^5\sin qx$, and
\begin{equation}
\frac{da}{dt}=-Bq^4a\left[1-\tfrac34(aq)^2\right].
\end{equation}
The third harmonic that is also generated has amplitude of order $a^3$ and acts back on $a$ only at order $a^5$. Separate variables and expand the inverse bracket:
\begin{equation}
Bq^4t_R\simeq\int_{a_0/R}^{a_0}\left(\frac1a+\frac34q^2a\right)da
=\ln R+\frac38(a_0q)^2\left(1-R^{-2}\right).
\end{equation}
For the short ripple $a_0q=0.0898$, and the time grows by $0.13\%$. The long ripple has half the slope and a quarter of that correction, so on a flat wall with isotropic $\gamma$, at equal initial amplitude, the ratio falls slightly below sixteen. Numerical solution of equation (\ref{full}) for both ripples on the same grid gives $15.98$. For a steeper ripple, $15$ nm at period $350$ nm, the solution takes about $1.2\%$ longer than the linear law, in agreement with the formula to within the grid error.

\subsection*{What happens to the corners}

The same diffusion rounds the guide's free upper edges. The lower edges rest on oxide, where the motion also depends on the contact angle; that is left out here. An isolated sharp right-angled corner has no length of its own, so its retreat must scale with the one length that $B$ and $t$ can form:
\begin{equation}
(Bt_R)^{1/4}=\frac{(\ln R)^{1/4}}{2\pi}\Lambda\simeq0.20\,\Lambda\qquad(R=10).
\end{equation}
A hotter anneal shortens the time but does not reduce this rounding for a given $R$ and $\Lambda$, within this model. In the numerical solution the corner retreats along its diagonal by $50$ nm during the short anneal and $101$ nm during the long one. The factor of two is the fourth root of sixteen.

On a $3000$ nm guide this is a modest change of shape, and the factor of sixteen applies to the middle of the wall. Within roughly one period of an edge, the ripple also spreads around the corner, so it does not stay uniform over the wall height. On a guide $220$ nm thick, the smoothing length of $137$ nm for the long anneal would exceed half the thickness. The corners would then interact, and the whole cross-section would change during the anneal. Curvature around the guide would also affect the ripple's decay rate, so neither the fourth-power law nor the factor of sixteen can be relied on there.

\subsection*{What it means for loss}

Let the guide be clad in oxide after the anneal. A mode $e^{i\beta x}$ meeting a ripple $\cos qx$ produces sources with wavenumbers $\beta\pm q$. On a long guide, to first order in $h$, these radiate into the cladding if $|\beta-q|<n_{\rm clad}k_0$, where $k_0=2\pi/\lambda_0$; the sum $\beta+q$ is too large to radiate. Dividing by $k_0$ gives the band
\begin{equation}
\frac{\lambda_0}{n_{\rm eff}+n_{\rm clad}}<\Lambda<\frac{\lambda_0}{n_{\rm eff}-n_{\rm clad}} .
\end{equation}
At $\lambda_0=1550$ nm, with $n_{\rm clad}=1.44$ and a hard-wall estimate $n_{\rm eff}=3.461$, it runs from $316$ to $767$ nm. Both ripples lie inside. The source field is proportional to $a$ and the radiated power to $a^2$, so a tenfold amplitude reduction cuts the scattering loss from that ripple a hundredfold. Absorption and other sources of scattering are unaffected by this argument.

Real roughness contains many periods. Across the radiating band the decay rates differ by $(767/316)^4\simeq35$, so the long-period components outlast the others. Periods above the band decay more slowly still. They do not radiate directly, but in a guide this wide they can transfer power to other guided modes.

\subsection*{How far to trust the times}

The value of $D_s$ is uncertain and depends strongly on temperature and hydrogen coverage; the times scale as $1/D_s$ and are indicative only. With a rough activation energy of $2.5$ eV, a wall $10$ K hotter has $B$ larger by a factor $1.22$. An anneal of $10.7$ s may also be no longer than the heating and cooling ramps, in which case $\int B\,dt$ is the quantity to use.

Real silicon also breaks the assumption of isotropic surface energy. If $\gamma$ depends smoothly on surface angle $\theta\simeq h_x$, expanding $\gamma(\theta)\sqrt{1+h_x^2}$ gives the quadratic term $\tfrac12(\gamma+\gamma'')h_x^2$; the linear term integrates to zero over a period. The stiffness $\gamma+\gamma''$ thus replaces $\gamma$ in $B$. For a trial form $\gamma(1+0.03\cos4\theta)$ at $\theta=0$, it is $(1.03-0.48)\gamma=0.55\gamma$. Both anneals become $1.82$ times longer, and the small-slope ratio stays sixteen.

This argument fails on a true facet, where $\gamma(\theta)$ has a cusp and $\gamma''$ does not exist. The warning applies to the example itself: common sidewall planes such as (110) and (100) are reported to roughen, on clean silicon, only well above $1173$ K, so a wall aligned with them may smooth by step motion and need not follow the $q^4$ law. The continuum picture is also near its limit at the end of the anneal: the final amplitude of $0.5$ nm is less than two atomic sizes of $0.27$ nm. The sixteenfold rule is therefore safest for shallow ripples, several atoms high, on a wall without facets, away from the edges of a guide much thicker than the smoothing length. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 1173 K
Surface diffusivity (rough): 1.0e-07 cm2/s
Surface energy (rough): 1.20 J/m2
Atomic volume (rough): 0.020 nm3
Mobile-site density (rough): 7.0 nm^-2
Thermal energy kT: 1.6195e-20 J
Mullins coefficient B: 2.075e+06 nm4/s
Ripple periods: 350 and 700 nm
Initial amplitude: 5.0 nm
Amplitude reduction factor: 10 (no unit)
Final amplitude: 0.50 nm
Atomic size, cube root of atomic volume: 0.271 nm
q, short period: 0.01795 nm^-1
q, long period: 0.00898 nm^-1
Decay rate, short period: 0.2155 s^-1
Decay rate, long period: 0.01347 s^-1
Anneal time by formula, short: 10.69 s
Anneal time by formula, long: 171.0 s
Anneal time, nonlinear run, short: 10.70 s
Anneal time, nonlinear run, long: 171.0 s
Time ratio, nonlinear runs: 15.980 (no unit)
Long ripple left after short anneal, run: 4.331 nm
Initial slope a*q, short period: 0.0898 (no unit)
Slope correction to time, short: 0.130 %
Steep test ripple amplitude: 15 nm
Steep ripple extra time, run: 1.21 %
Steep ripple extra time, formula: 1.17 %
Guide width and height: 3000 nm
Smoothing length (B*t)^(1/4), long anneal: 137.2 nm
Corner retreat along diagonal, short anneal: 50.3 nm
Corner retreat along diagonal, long anneal: 100.8 nm
Silicon vapour pressure (rough): 1.0e-09 Torr
Evaporation/diffusion rate ratio, long: 3.4e-07 (no unit)
Anisotropy parameter (trial value): 0.03 (no unit)
Stiffness/gamma for that anisotropy: 0.55 (no unit)
Anneal-time factor from anisotropy: 1.82 (no unit)
Activation energy (rough): 2.5 eV
Factor in B for 10 K hotter: 1.222 (no unit)
Vacuum wavelength: 1550 nm
Indices, silicon and oxide: 3.48, 1.44 (no unit)
Effective index, hard-wall estimate: 3.461 (no unit)
Radiating ripple periods: 316 to 767 nm
Far-field power, in-band/out-of-band: 325 (no unit)
Scattered-power reduction: 100 (no unit)
\end{verbatim}
